# Why misaligned p orbitals lower the reflectance of amorphous germanium-antimony-tellurides

## Optical contrast beyond the gap change

Take a model of a crystalline germanium-antimony-telluride whose front surface reflects 54 % of light at 1550 nm. Widen its gap from 1.70 to 2.00 eV, the value of the amorphous model, but leave its rows of p orbitals straight: the reflectance falls to 47 %. Now turn the bonds out of line as well, with every bond strength held fixed. The gap stays at 2.00 eV, yet the reflectance falls further, to 40 %. In this example, about half of the loss therefore comes with no change in the gap.

### The straight row

Atoms sit on a cubic lattice of spacing $d$. Cation sites (Ge, Sb) have p-orbital energy $+\Delta$ and Te sites $-\Delta$. The s electrons are taken as inert, and there are three p electrons per site, so half the p states are filled. Each p orbital forms a short σ bond on one side, with hopping $t_1$, and a long one on the other, with $t_2<t_1$. In the crystal the two are collinear. Coupling between rows is neglected at first, and electrons are treated as independent.

A row has one cation and one Te atom per length $2d$. With Bloch phases taken at the atomic positions,

$$H(k)=\begin{pmatrix}\Delta & f\\ f^* & -\Delta\end{pmatrix},\qquad f=t_1e^{ikd}+t_2e^{-ikd}.$$

The levels are $\pm\sqrt{\Delta^2+|f|^2}$, where

$$|f|^2=t_1^2+t_2^2+2t_1t_2\cos 2kd=(t_1-t_2)^2+4t_1t_2\cos^2kd .$$

The smallest vertical separation is at $kd=\pi/2$:

$$E_g=2\sqrt{\Delta^2+(t_1-t_2)^2}.$$

The example uses round values: $d=0.30$ nm, $t_1=2.2$ eV, $\Delta=0.6$ eV, and $t_2=1.6$ eV in the crystal. Then $E_g=2\sqrt{0.36+0.36}=1.70$ eV. The amorphous phase is given weaker long bonds, $t_2=1.4$ eV, so $E_g=2\sqrt{0.36+0.64}=2.00$ eV.

The matrix element follows from $\hbar v=\partial H/\partial k$. At the edge $f=i(t_1-t_2)$, while

$$\frac{\partial f}{\partial k}=id\,(t_1e^{ikd}-t_2e^{-ikd})=-d\,(t_1+t_2).$$

Written with Pauli matrices, $H$ contains $\sigma_y$ and $\sigma_z$ at this point, and $\partial H/\partial k$ contains $\sigma_x$ alone. An operator perpendicular to $H$ in this sense has no diagonal elements between its eigenstates, so its full strength connects valence and conduction states:

$$\hbar|v_{cv}|=d\,(t_1+t_2).$$

The gap contains the difference of the hoppings and the matrix element their sum. Here it is $0.30\times3.8=1.14$ eV nm. A lone short bond without ionicity would give $dt_1=0.66$ eV nm. Since $v=(i/\hbar)[H,x]$, the dipole length is $|x_{cv}|=\hbar|v_{cv}|/E_{cv}$, or $1.14/1.70=0.67$ nm at the edge. That is more than two atomic spacings: the transition dipole extends along the row.

### From dipoles to the dielectric constant

A static field $F$ adds $eFx$ to the energy of an electron. To first order a valence state acquires conduction amplitudes $-eFx_{cv}/E_{cv}$, and its dipole changes by $2e^2F\sum_c|x_{cv}|^2/E_{cv}$. Spin doubles this. In each Cartesian direction there is one row cell per volume $2d^3$, so

$$\varepsilon-1=\frac{4e^2}{2\varepsilon_0d^3}\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}},$$

with the sum taken per cell and row. Local fields are left out.

The small-gap limit shows how the two hoppings of a straight row enter. Let $G=E_g/2$ and $s=d(t_1+t_2)$, and let $q$ be the distance in $k$ from the edge. For $G\ll t_1+t_2$ we have $4t_1t_2\simeq(t_1+t_2)^2$, so the levels are $\pm\epsilon$ with $\epsilon=\sqrt{G^2+s^2q^2}$. The part of $\partial H/\partial k$ perpendicular to $H$ is $sG/\epsilon$. Dividing by the transition energy $2\epsilon$ gives $|x_{cv}|=sG/2\epsilon^2$, and

$$\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}}=\frac{2d}{2\pi}\int dq\,\frac{s^2G^2}{8\epsilon^5}
=\frac{d}{\pi}\,\frac{s^2G^2}{8}\,\frac{4}{3sG^4}=\frac{ds}{6\pi G^2}.$$

Inserting $s$ and $G$ yields

$$\varepsilon-1\simeq\frac{4e^2}{3\pi\varepsilon_0d}\,\frac{t_1+t_2}{E_g^2}.$$

At fixed gap the squared matrix element grows as $(t_1+t_2)^2$. Steeper bands have fewer states per unit energy, which takes back one power. One power remains.

The same integral without the energy denominator gives $\sum|x_{cv}|^2=ds/8G$. Thus one factor $1/E_g$ comes from the dipoles and the other from the denominators. A wider gap shortens the dipoles even in a straight row, so "the effect of the gap alone" has to be defined. Three definitions, all with straight rows and a final gap of 2.00 eV, give these static values, starting from 35.2 in the crystal:

- weaker long bonds ($t_2=1.4$ eV): $\varepsilon=24.8$;
- larger ionicity at the crystal's hoppings: $\varepsilon=25.5$;
- conduction levels shifted rigidly at fixed dipoles: $\varepsilon=30.6$.

### Turning the bonds at fixed strength

The amorphous model keeps three mutually perpendicular short bonds and three mutually perpendicular long bonds at each atom. A random rotation $O$, independent from atom to atom, turns one triad of bonding orbitals against the other. Amplitude that arrives along a short bond then divides among the three long bonds instead of continuing straight on. Atomic positions are left on the lattice. This is a simplification: it isolates the loss of orbital alignment and ignores the tilt of the bond vectors themselves.

In the basis of short-bond orbitals, the block of $H$ that leads from Te to cations is

$$T=t_1S+t_2L .$$

Here $S$ moves an electron across a short bond. $L$ resolves it into the long triad, moves it across a long bond, and resolves it again into the short triad. Permutations and rotations preserve length, so $S$ and $L$ are unitary. In $H^2$ the terms linear in $\Delta$ cancel, because the two sites have opposite energies. The levels are therefore $\pm\sqrt{\Delta^2+\sigma^2}$, where $\sigma^2$ are the eigenvalues of

$$T^\dagger T=t_1^2+t_2^2+t_1t_2(W+W^\dagger),\qquad W=S^\dagger L .$$

$W$ takes an electron from Te over a long bond to a cation and over a short bond to the next Te. With the bond pattern used here, both hops go in a positive direction, $+x$, $+y$ or $+z$. Repeated use of $W$ never returns to its starting point, so in an infinite network $W^n$ has no diagonal elements for $n\neq0$. $W$ is unitary and commutes with $W^\dagger$, so every power of $T^\dagger T$ is a sum of powers of $W$ whose coefficients contain $t_1$ and $t_2$ but no rotation. The diagonal part of every moment of the spectrum is then the same as in straight rows. Since the spectrum is bounded, its moments fix it: **misalignment leaves the density of states and the gap of this model unchanged**.

### Where the dipoles go

Let $c_i$ and $v_i$ be amplitudes on orbital $i$ at position $x_i$, and define

$$\Pi_{ij}=\sum_{cv}\frac{c_i^*v_i\,v_j^*c_j}{E_{cv}} .$$

Then $\sum|x_{cv}|^2/E_{cv}=\sum_{ij}x_ix_j\Pi_{ij}$. Valence and conduction states are orthogonal, so $\sum_j\Pi_{ij}=\sum_i\Pi_{ij}=0$. Terms in $x_i^2$ and $x_j^2$ can be added freely:

$$\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}}=-\frac12\sum_{ij}\Pi_{ij}(x_i-x_j)^2 .$$

Writing $1/E=\int_0^\infty e^{-\tau E}d\tau$ turns $\Pi_{ij}$ into an integral over products of two matrix elements, each of a function of $H$. By the algebra above, such functions are series in $W^n$, with factors $S$ or $S^\dagger$ at the ends, and coefficients free of the rotations. Two sites are separated by a definite number $m$ of forward hops, which selects a single term of each series. The product is thus a fixed coefficient times $|U_{ij}|^2$, with $U$ unitary, and $\sum_j|U_{ij}|^2=1$. All pairs $m$ hops apart together carry the same weight $w_m$ in both networks. What changes is how far apart they are:

$$\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}}=\sum_m w_m\langle R_m^2\rangle ,$$

per cell and row, after averaging over the three field directions. In a straight row $R_m=md$.

For turned bonds, different paths can lead to the same end. Where two such paths part, their interference contains $O_{ab}O_{ac}$ with $b\neq c$. The rotations have no preferred axis. A half turn of the coordinates about axis $b$ reverses the sign of this product, so its average is zero. Neither path visits that atom again, and what is left is a random walk with memory.

Let $p=\langle O_{aa}^2\rangle$ be the probability of keeping the direction at one atom; each of the other two has probability $(1-p)/2$. If two hops $l$ atoms apart are parallel with probability $C_l$, then

$$C_{l+1}=pC_l+\tfrac12(1-p)(1-C_l).$$

The difference $C_l-\tfrac13$ is multiplied by $\lambda=(3p-1)/2$ at each step. With $C_0=1$, this gives $C_l=\tfrac13+\tfrac23\lambda^l$, and

$$\frac{\langle R_m^2\rangle}{d^2}=\frac{m^2}{3}+\frac23\sum_{a,b=1}^{m}\lambda^{|a-b|}.$$

For $\lambda=1$ this is $m^2$, the straight row. For $\lambda=0$ it is $m^2/3+2m/3$. The quadratic term survives because all hops keep a common forward sense, which a real glass need not do.

To find $\lambda$, use a rotation by angle $\omega$ about a random axis $\mathbf n$, for which $O_{aa}=\cos\omega+(1-\cos\omega)n_a^2$. With $\langle n_a^2\rangle=1/3$ and $\langle n_a^4\rangle=1/5$, $p=\langle8\cos^2\omega+4\cos\omega+3\rangle/15$ and

$$\lambda=\tfrac15\langle4\cos^2\omega+2\cos\omega-1\rangle .$$

In the example each component of the rotation vector is Gaussian with a spread of 30°, an illustrative choice and not a measured value. The mean tilt of a bond axis is then 37°, and $\lambda=0.431$. For two hops, $\langle R_2^2\rangle/d^2=\tfrac43+\tfrac23(2+0.862)=3.24$ instead of 4. For four hops it is 10.3 instead of 16. The long dipoles lose most.

A stricter statement holds for the summed squared dipole. Without the energy denominator, $\Pi_{ij}$ for $i\neq j$ becomes $-|P_{ij}|^2$, where $P$ projects on the valence states. All weights are then positive. Because a bent path of $m$ hops cannot span more than $md$, misalignment cannot raise $\sum|x_{cv}|^2$ summed over directions. No such sign rule has been shown for $\varepsilon$, so its fall is computed.

### How large the effect is

The weights $w_m$ were obtained by diagonalizing one straight ring of 240 atoms. The path formula then gives $\varepsilon=17.4$ for the amorphous model. Direct diagonalization of 24 random cells of 216 sites gives $17.39\pm0.08$ (one standard error).

| Static values | $\varepsilon$ | $\sum\lvert x_{cv}\rvert^2$ (nm²) | mean energy (eV) |
|---|---:|---:|---:|
| crystal | 35.2 | 0.0510 | 2.00 |
| straight, wider gap | 24.8 | 0.0419 | 2.36 |
| amorphous | 17.4 | 0.0338 | 2.77 |

The wider gap in the second row comes from weaker long bonds. The mean energy is defined as $\sum|x_{cv}|^2$ divided by $\sum|x_{cv}|^2/E_{cv}$, so $\varepsilon-1$ is proportional to the third column over the fourth. The contrast in $\varepsilon-1$ is

$$\frac{34.2}{16.4}=2.09=1.44\times1.45 .$$

The first factor is the wider gap in straight rows, the second the misalignment at fixed hoppings. The split depends on the order. Turning the bonds first, at the crystal's hoppings, lowers $\varepsilon$ to 22.7, which is a factor of 1.57; the gap change then supplies 1.33.

The last step of the table deserves a closer reading. The summed squared dipole falls by a factor of $0.0419/0.0338=1.24$, and the mean energy rises by $2.77/2.36=1.17$. The levels have not moved, so this rise must come from dipole strength passing to pairs of levels further apart. Both parts of the factor 1.45 are therefore changes of matrix elements.

For light of photon energy $\hbar\omega$ below the edge, the resonant and antiresonant responses replace $1/E$ by

$$\frac12\left(\frac1{E-\hbar\omega}+\frac1{E+\hbar\omega}\right)=\frac{E}{E^2-(\hbar\omega)^2}.$$

The path argument still holds, because this is a sum of decaying exponentials in $E$ with positive weights. At 1550 nm, or 0.80 eV, $\varepsilon$ is 42.8 in the crystal, 28.3 in straight rows with the wider gap, and 19.3 in the amorphous model. For the front surface of a non-absorbing sample at normal incidence, with no light returning from the back face,

$$R=\left(\frac{\sqrt\varepsilon-1}{\sqrt\varepsilon+1}\right)^2 .$$

The crystal gives $(5.54/7.54)^2=54.0\,\%$ and the amorphous model $(3.40/5.40)^2=39.6\,\%$. Straight rows with the wider gap give 46.7 %, so the gap change supplies 7.3 of the 14.4 percentage points. This share depends on the order of the steps, on the definition of the gap change and on the chosen rotations. Turning the bonds first assigns 58 % of the loss to misalignment, and a rigid shift at fixed dipoles lowers the reflectance only to 50.6 %. With a spread of 15° instead of 30°, the amorphous reflectance is about 44 %, and misalignment supplies about 29 % of the loss.

### How the model compares with real material

The hoppings, spacing and ionicity are rough values in the regime of Ge₂Sb₂Te₅. Its electronic dielectric constant is roughly 30 or somewhat more in the crystal and roughly 15 in the amorphous phase. The model's closeness to these figures partly reflects the choice of parameters. Its gap is far from typical: the real fundamental gaps are well below 1 eV, and the row gap stands for the main absorption edge. Adding π bonds (0.15 of the σ hopping) and a spin-orbit term $\zeta\,\mathbf L\cdot\mathbf S/\hbar^2$ with $\zeta=0.4$ eV (a p-level splitting of 0.6 eV) to the crystal lowers its gap to about 0.9 eV and moves $\varepsilon$ from 35 to 38. The real crystal also absorbs at 1550 nm, which the model omits.

The largest computed correction comes from vacancies. Ge₂Sb₂Te₅ has four cations for five Te atoms, so one cation site in five is empty in a rocksalt arrangement. Random vacancies at this level, averaged over four cells for each phase, lower $\varepsilon$ to about 24 in the crystal and 14 in the amorphous model. The contrast in $\varepsilon-1$ drops from 2.1 to about 1.8 but does not vanish.

Other corrections are smaller or act the other way:

- A volume 6 % larger, at fixed hoppings, lowers the amorphous value only to 17.1: the squared dipoles grow as $d^2$ and the cell volume as $d^3$, so $\varepsilon-1$ varies as $1/d$.
- A crystal gap wider by 0.1 eV, obtained through larger ionicity, lowers 35.2 to 31.5.
- Free holes at $2\times10^{20}$ cm⁻³ with mass $0.4\,m_e$ change the crystal's $\varepsilon$ at 1550 nm by $-1.1$ if their scattering is neglected; in the Drude model scattering makes this change smaller.


The common forward sense of the hops matters little here: letting each row point its short bonds either way at random lowers the amorphous $\varepsilon$ by roughly 1. This figure comes from a few small cells and is uncertain by nearly as much, and the test still keeps the rows on the lattice. Local fields and electron-hole attraction have not been sized.

### Consequences for practice

Do not predict the index of one phase from that of the other by shifting the gap. In this example a rigid shift at fixed dipoles gives a static $\varepsilon$ of 30.6 where the full model gives 17.4. Use separately measured or computed optical constants for each phase, including absorption. In a thin-film stack, enter them in a multilayer calculation, because the reflectance formula above counts only the front surface.

When comparing candidate compounds that are bonded by p orbitals, look at the crystal's row alignment and at the difference between its short and long bonds, as well as at its gap. At fixed gap and spacing, the small-gap law favours a large $t_1+t_2$. A high density of random vacancies works against this by cutting the rows.

When computing $\varepsilon$ from small random cells, average over the boundary phases. In cells six atoms wide, the values at four different phases scattered by 3.8, whereas different random structures at the same phase scattered by 0.4. A single phase could hide much of the effect being sought.
